# Why a hybrid band path needs orbitals as well as density: a numerical check

```python
# Result under test: a hybrid Hamiltonian at an arbitrary Bloch vector k needs
# the density n AND the occupied orbitals on a regular Brillouin-zone mesh:
#   K_k(r,r') = -(1/N) sum_q c_q(r) c_q*(r') W_(k-q)(r-r').
# c_q: occupied Bloch vector on the cell grid, unit norm; N: number of mesh
# points; W_p: Bloch sum of the screened interaction. Energies eV, lengths nm.
# Model: square 2D crystal, one doubly occupied band, local exchange with a
# fraction ALPHA of its short-range part replaced by exact exchange.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import erf, erfc, erfcx, j0, j1

PI = np.pi
KIN = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
E2 = sc.e / (4 * PI * sc.epsilon_0) * 1e9
PERIOD, DEPTH, WIDTH = 0.40, 70.0, 0.08
ALPHA, OMEGA, THICK, TEMP = 0.25, 2.0, 0.05, 300.0


def screened(q):
    q = np.maximum(q, 1e-9)
    return 2 * PI * E2 / q * erf(q / (2 * OMEGA))


def slice_kernel(q, qz):
    total = np.maximum(q * q + qz * qz, 1e-18)
    return 4 * PI * E2 * (-np.expm1(-total / (4 * OMEGA**2))) / total


QZ = (np.arange(400) + 0.5) * 0.3


def screened_thick(q):
    values = slice_kernel(np.asarray(q)[:, None], QZ)
    return values @ np.exp(-(QZ * THICK)**2) * 0.3 / PI


# Short-range exchange potential of the uniform 2D electron gas.
S = (np.arange(1500) + 0.5) * 0.002
KF = np.linspace(0, 80, 321)
X = np.maximum(KF[:, None] * S, 1e-10)
SR_TABLE = -E2 * KF**2 * ((j1(X) * j0(X) / X) @ erfc(OMEGA * S)) * 0.002
SR_POTENTIAL = CubicSpline(KF, SR_TABLE)


def correlation_energy(rs):
    # Tanatar-Ceperley fit, unpolarized 2D gas, energy per electron.
    x = np.sqrt(rs)
    rydberg = sc.value('Rydberg constant times hc in eV')
    top = 1 + 1.13 * x
    return -0.3568 * rydberg * top / (top + 0.9052 * x**2 + 0.4165 * x**3)


def correlation_potential(density):
    bohr = sc.value('Bohr radius') * 1e9
    rs = 1 / (np.sqrt(PI * density) * bohr)
    h = 1e-4
    slope = (correlation_energy(rs * (1 + h))
             - correlation_energy(rs * (1 - h))) / (2 * h)
    return correlation_energy(rs) - slope / 2


def wrap(k):
    fraction = k * PERIOD / (2 * PI)
    return (fraction - np.round(fraction)) * 2 * PI / PERIOD


class Layer:
    def __init__(self, n):
        self.n, self.size = n, n * n
        self.ij = np.array([(i, j) for i in range(n) for j in range(n)])
        self.r = self.ij * PERIOD / n
        g = np.fft.fftfreq(n, 1 / n)
        self.G = np.array([(i, j) for i in g for j in g]) * 2 * PI / PERIOD
        self.Gnorm = np.linalg.norm(self.G, axis=1)
        self.waves = np.exp(1j * self.r @ self.G.T)
        self.dA = (PERIOD / n)**2
        well = -DEPTH * 2 * PI * WIDTH**2 / PERIOD**2
        self.well = (self.waves @ (
            well * np.exp(-(self.Gnorm * WIDTH)**2 / 2))).real

    def operator(self, k, function):
        phase = np.exp(1j * self.r @ k)[:, None] * self.waves
        values = function(np.linalg.norm(self.G + k, axis=1))
        return (phase * values) @ phase.conj().T

    def kinetic(self, k):
        return self.operator(k, lambda q: KIN * q * q) / self.size

    def local(self, density, alpha, thickness=0.0):
        coulomb = 2 * PI * E2 / np.maximum(self.Gnorm, 1e-9)
        coulomb = coulomb * erfcx(self.Gnorm * thickness)
        coulomb[self.Gnorm < 1e-8] = 0
        components = self.waves.conj().T @ density / self.size
        hartree = (self.waves @ (coulomb * components)).real
        exchange = -2 * np.sqrt(2 / PI) * E2 * np.sqrt(density)
        exchange -= alpha * SR_POTENTIAL(np.sqrt(2 * PI * density))
        return self.well + hartree + exchange

    def mesh(self, m):
        f = np.fft.fftfreq(m)
        return np.array([(x, y) for x in f for y in f]) * 2 * PI / PERIOD

    def mesh_kernel(self, m):
        table = np.array([self.operator(k, screened) / PERIOD**2
                          for k in self.mesh(m)])
        return np.fft.fft2(table.reshape(m, m, -1), axes=(0, 1))

    def mesh_fock(self, C, kernel):
        m = kernel.shape[0]
        D = (C[:, :, None] * C[:, None, :].conj()).reshape(m, m, -1)
        product = np.fft.fft2(D, axes=(0, 1)) * kernel
        K = -np.fft.ifft2(product, axes=(0, 1)) / m**2
        return K.reshape(m * m, self.size, self.size)

    def scf(self, m, alpha):
        ks, N = self.mesh(m), m * m
        opposite = [((-(j // m)) % m) * m + (-(j % m)) % m
                    for j in range(N)]
        T = np.array([self.kinetic(k) for k in ks])
        kernel = self.mesh_kernel(m) if alpha else None
        H = T + np.diag(0.5 * self.well)
        history = []
        for _ in range(80):
            C = np.zeros((N, self.size), complex)
            for j in range(N):
                if j <= opposite[j]:
                    c = eigh(H[j], subset_by_index=[0, 0])[1][:, 0]
                    c = c * abs(c[0]) / c[0]
                    C[j] = c
                    C[opposite[j]] = c.conj()
            density = 2 * np.sum(abs(C)**2, axis=0) / (N * self.dA)
            F = T + np.diag(self.local(density, alpha))
            K = None
            if alpha:
                K = self.mesh_fock(C, kernel)
                F = F + alpha * K
            FC = np.matmul(F, C[:, :, None])[:, :, 0]
            residual = FC - np.sum(C.conj() * FC, axis=1)[:, None] * C
            if abs(residual).max() < 1e-7:
                break
            history = (history + [(F, residual)])[-6:]
            B = np.array([[np.vdot(a[1], b[1]).real for b in history]
                          for a in history])
            d = np.sqrt(np.diag(B))
            B = B / np.outer(d, d) + 1e-12 * np.eye(len(d))
            weights = np.linalg.solve(B, 1 / d) / d
            weights /= weights.sum()
            H = sum(w * item[0] for w, item in zip(weights, history))
        else:
            raise AssertionError('self-consistency not reached')
        return dict(C=C, ks=ks, density=density, F=F, K=K, T=T,
                    kernel=kernel, source=(C, ks))

    def hamiltonian(self, k, potential, source=None, interaction=screened):
        H = self.kinetic(k) + np.diag(potential)
        if source is not None:
            C, qs = source
            for c, q in zip(C, qs):
                W = self.operator(wrap(k - q), interaction) / PERIOD**2
                H = H - ALPHA / len(C) * np.outer(c, c.conj()) * W
        return H

    def levels(self, points, potential, source=None, interaction=screened):
        return np.array([eigh(
            self.hamiltonian(k, potential, source, interaction),
            eigvals_only=True, subset_by_index=[0, 1]) for k in points])


def gap(levels):
    return levels[:, 1].min() - levels[:, 0].max()


# Interaction and local-exchange formulas against direct integrals.
q0 = 5.0
direct = quad(lambda s: 2 * PI * E2 * j0(q0 * s) * erfc(OMEGA * s), 0, 4)[0]
assert abs(direct - screened(q0)) < 1e-6
planar = quad(lambda z: slice_kernel(q0, z) / PI, 0, np.inf)[0]
assert abs(planar - screened(q0)) < 1e-5
thick_direct = quad(lambda z: 4 * E2 / (q0**2 + z**2)
                    * np.exp(-(z * THICK)**2), 0, np.inf)[0]
assert abs(thick_direct - 2 * PI * E2 / q0 * erfcx(q0 * THICK)) < 1e-5
for kf in (5.0, 20.0):
    integral = quad(lambda p: p * screened(p) * 2 * np.arccos(p / (2 * kf))
                    / (4 * PI**2), 0, 2 * kf)[0]
    assert abs(SR_POTENTIAL(kf) + integral) < 2e-3 * integral

layer = Layer(11)
hyb = layer.scf(5, ALPHA)
hyb7 = layer.scf(7, ALPHA)
loc = layer.scf(5, 0.0)
loc7 = layer.scf(7, 0.0)
C, ks, density = hyb['C'], hyb['ks'], hyb['density']
potential = layer.local(density, ALPHA)
N = len(ks)

# Fock action against a real-space integral over the complete supercell.
m, n = 5, layer.n
L = m * n
g = np.fft.fftfreq(L, 1 / L) * 2 * PI / (m * PERIOD)
w_real = np.fft.ifft2(screened(np.hypot(g[:, None], g))).real / layer.dA
rng = np.random.default_rng(4)
trial = rng.normal(size=layer.size) + 1j * rng.normal(size=layer.size)
chosen = 7
action = np.zeros(layer.size, complex)
for R1 in range(m):
    for R2 in range(m):
        phase = np.exp(1j * ks @ np.array([R1, R2]) * PERIOD)
        gamma = C.T @ (C * phase[:, None]).conj() / (N * layer.dA)
        ix, iy = layer.ij.T
        w = w_real[(ix[:, None] - ix - R1 * n) % L,
                   (iy[:, None] - iy - R2 * n) % L]
        action -= layer.dA * (gamma * w) @ (trial * phase[chosen])
fock_error = abs(action - hyb['K'][chosen] @ trial).max()
assert fock_error < 1e-7

# Direct path construction must recover a mesh Hamiltonian.
same = layer.hamiltonian(ks[chosen], potential, hyb['source'])
assert abs(same - hyb['F'][chosen]).max() < 1e-7

# Predict levels off the 5 x 5 mesh; compare with separate 7 x 7 SCF runs.
indices = [3, 10, 24]
points7 = hyb7['ks'][indices]
predicted = layer.levels(points7, potential, hyb['source'])
actual = np.array([np.linalg.eigvalsh(hyb7['F'][i])[:2] for i in indices])
hybrid_mesh_error = abs(predicted - actual).max()
assert hybrid_mesh_error < 0.01
predicted = layer.levels(points7, layer.local(loc['density'], 0.0))
actual = np.array([np.linalg.eigvalsh(loc7['F'][i])[:2] for i in indices])
local_mesh_error = abs(predicted - actual).max()
assert local_mesh_error < 0.01

corners = np.array([[0, 0], [0.5, 0], [0.5, 0.5]]) * 2 * PI / PERIOD
correct = layer.levels(corners, potential, hyb['source'])
assert gap(correct) > 0
no_fock = layer.levels(corners, potential)
semilocal = layer.levels(corners, layer.local(density, 0.0))

# A different determinant with exactly the same density.
twin = np.exp(1j * ks @ layer.r.T) * np.sqrt(density * layer.dA / 2)
twin_density = 2 * np.sum(abs(twin)**2, axis=0) / (N * layer.dA)
density_error = abs(twin_density - density).max()
assert density_error < 1e-9 * density.max()
cells = np.array([(i, j) for i in range(m) for j in range(m)]) * PERIOD
bloch = np.exp(1j * ks @ cells.T)
overlap = (twin.conj() @ twin.T) * (bloch.conj() @ bloch.T) / N
assert abs(overlap - np.eye(N)).max() < 1e-9
twin_levels = layer.levels(corners, potential, (twin, ks))
twin_error = abs(twin_levels - correct).max()
assert twin_error > max(0.02, 5 * hybrid_mesh_error)


def orbital_energy(orbitals):
    K = layer.mesh_fock(orbitals, hyb['kernel'])
    operator = 2 * hyb['T'] + ALPHA * K
    applied = np.matmul(operator, orbitals[:, :, None])[:, :, 0]
    return np.vdot(orbitals, applied).real / N


true_energy, twin_energy = orbital_energy(C), orbital_energy(twin)
assert true_energy < twin_energy

# Correct path, then the mistaken exchange average over that path alone.
nodes = np.vstack([corners, corners[:1]])
path = np.array([nodes[i] + (nodes[i + 1] - nodes[i]) * j / 8
                 for i in range(3) for j in range(8)])
path_C, path_levels = [], []
for k in path:
    values, vectors = eigh(layer.hamiltonian(k, potential, hyb['source']),
                           subset_by_index=[0, 1])
    path_C.append(vectors[:, 0])
    path_levels.append(values)
path_C, path_levels = np.array(path_C), np.array(path_levels)
wrong = layer.levels(corners, potential, (path_C, path))
coarse = layer.levels(corners, potential, (path_C[::2], path[::2]))
path_error = abs(wrong - correct).max()
coarse_error = abs(coarse - correct).max()
assert min(path_error, coarse_error) > max(0.02, 5 * hybrid_mesh_error)

# Neglected effects at fixed density and orbitals.
v_corr = potential + correlation_potential(density)
corr = layer.levels(corners, v_corr, hyb['source'])
corr_wrong = layer.levels(corners, v_corr, (path_C, path))
v_thick = layer.local(density, ALPHA, THICK)
thick = layer.levels(corners, v_thick, hyb['source'], screened_thick)
thick_wrong = layer.levels(corners, v_thick, (path_C, path), screened_thick)
thermal = sc.k * TEMP / sc.e

# Resolution check with the same small Brillouin-zone mesh on both grids.
resolution = []
for test_layer in (layer, Layer(13)):
    result = test_layer.scf(3, ALPHA)
    resolution.append(test_layer.levels(
        corners, test_layer.local(result['density'], ALPHA),
        result['source']))
grid_change = abs(gap(resolution[1]) - gap(resolution[0]))
assert grid_change < 0.05

print(f'Lattice period: {PERIOD:.2f} nm')
print(f'Well depth: {DEPTH:.1f} eV; well width: {WIDTH:.3f} nm')
print(f'Exact-exchange fraction: {ALPHA:.2f}')
print(f'Screening parameter: {OMEGA:.2f} nm^-1')
print(f'Main k mesh: {m} x {m}; cell grid: {n} x {n}')
print(f'Electrons per cell: {density.sum() * layer.dA:.6f}')
print(f'Largest Fock-action discrepancy: {fock_error:.2e} eV')
print(f'Local off-mesh prediction error: {local_mesh_error:.2e} eV')
print(f'Hybrid off-mesh prediction error: {hybrid_mesh_error:.2e} eV')
print('Levels below: band 1, band 2, in eV')
for title, data in (('Correct hybrid', correct),
                    ('Same density, other orbitals', twin_levels),
                    ('Exchange summed on path', wrong)):
    for label, values in zip(('Gamma', 'X', 'M'), data):
        print(f'{title}, {label}: {values[0]:.4f}, {values[1]:.4f}')
print('Gaps below use Gamma, X and M unless stated otherwise')
print(f'Correct hybrid gap: {gap(correct):.4f} eV')
print(f'Correct gap on the 24-point path: {gap(path_levels):.4f} eV')
print(f'Gap with Fock term simply omitted: {gap(no_fock):.4f} eV')
print(f'Semilocal gap on hybrid density: {gap(semilocal):.4f} eV')
print(f'Equal-density counterexample gap: {gap(twin_levels):.4f} eV')
print(f'Path-sum gap: {gap(wrong):.4f} eV')
print(f'Largest density difference of twin: {density_error:.2e} nm^-2')
print(f'Largest twin level error: {twin_error:.4f} eV')
print(f'True T + alpha Ex: {true_energy:.4f} eV per cell')
print(f'Twin T + alpha Ex: {twin_energy:.4f} eV per cell')
print(f'Largest level error, 12-point path sum: {coarse_error:.4f} eV')
print(f'Largest level error, 24-point path sum: {path_error:.4f} eV')
print(f'Gap shift from local correlation: {gap(corr)-gap(correct):.4f} eV')
print('Path-sum level error with correlation: '
      f'{abs(corr_wrong-corr).max():.4f} eV')
print(f'Layer thickness parameter: {THICK:.3f} nm')
print(f'Gap shift from thickness: {gap(thick)-gap(correct):.4f} eV')
print('Path-sum level error with thickness: '
      f'{abs(thick_wrong-thick).max():.4f} eV')
print(f'Thermal energy at {TEMP:.0f} K: {thermal:.5f} eV')
print('Thermal excitation factor exp(-gap/2kT): '
      f'{np.exp(-gap(correct)/(2*thermal)):.2e}')
print(f'Gap change, 11 to 13 grid points: {grid_change:.2e} eV')
print('done: every assertion held')
```

It prints:

```
Lattice period: 0.40 nm
Well depth: 70.0 eV; well width: 0.080 nm
Exact-exchange fraction: 0.25
Screening parameter: 2.00 nm^-1
Main k mesh: 5 x 5; cell grid: 11 x 11
Electrons per cell: 2.000000
Largest Fock-action discrepancy: 1.79e-14 eV
Local off-mesh prediction error: 2.82e-08 eV
Hybrid off-mesh prediction error: 1.90e-08 eV
Levels below: band 1, band 2, in eV
Correct hybrid, Gamma: -37.6585, -19.6752
Correct hybrid, X: -37.5875, -21.0949
Correct hybrid, M: -37.5190, -20.8555
Same density, other orbitals, Gamma: -37.5490, -19.6491
Same density, other orbitals, X: -37.3576, -21.1967
Same density, other orbitals, M: -37.1812, -20.9405
Exchange summed on path, Gamma: -37.7265, -19.6975
Exchange summed on path, X: -37.8909, -21.0772
Exchange summed on path, M: -37.5885, -20.8853
Gaps below use Gamma, X and M unless stated otherwise
Correct hybrid gap: 16.4241 eV
Correct gap on the 24-point path: 16.4241 eV
Gap with Fock term simply omitted: 12.0919 eV
Semilocal gap on hybrid density: 14.0411 eV
Equal-density counterexample gap: 15.9846 eV
Path-sum gap: 16.5113 eV
Largest density difference of twin: 2.84e-14 nm^-2
Largest twin level error: 0.3378 eV
True T + alpha Ex: 9.5620 eV per cell
Twin T + alpha Ex: 12.8372 eV per cell
Largest level error, 12-point path sum: 0.3033 eV
Largest level error, 24-point path sum: 0.3034 eV
Gap shift from local correlation: 0.8409 eV
Path-sum level error with correlation: 0.3028 eV
Layer thickness parameter: 0.050 nm
Gap shift from thickness: 7.6714 eV
Path-sum level error with thickness: 0.2755 eV
Thermal energy at 300 K: 0.02585 eV
Thermal excitation factor exp(-gap/2kT): 1.11e-138
Gap change, 11 to 13 grid points: 3.12e-05 eV
done: every assertion held
```
